\section*{Choosing the Lorentzian Broadening in Finite-Cell Allen--Feldman Calculations}

\section{The decision and the rule}

A finite cell of a disordered solid has been diagonalized, and its thermal conductivity is to be computed from heat-current matrix elements between vibrational modes. The formula contains a delta function of frequency differences, but the spectrum is discrete. Someone must choose the width $\eta$ that replaces the delta function, and the reported conductivity depends on it.

A natural first requirement is that $\eta$ exceed the mean level spacing $\Delta$, stay below the width $W$ of spectral features, and lie on a plateau of $\kappa(\eta)$. This needs sharpening. A mode has no current matrix element with itself, which costs a fraction of order $\Delta/\eta$, and the slowly falling tails of a Lorentzian make the smoothing loss linear in $\eta$. For diffusive modes with a rigid spectrum, meaning that the number of levels in a wide window fluctuates little, leading order gives
\begin{equation}
\frac{\kappa(\eta)}{\kappa_0}\simeq 1-\frac{\Delta}{\pi\eta}-\frac{\eta}{W},
\qquad \Delta\ll\eta\ll W ,
\label{law}
\end{equation}
where $\eta$ is the half width at half maximum and $\kappa_0$ is the smooth conductivity of the cell. If $W>0$, the plateau is a rounded maximum at $\eta_*=\sqrt{\Delta W/\pi}$, and its height is below $\kappa_0$ by the fraction $2\sqrt{\Delta/(\pi W)}$. Both losses can be estimated and restored.

\section{The broadened conductivity}

Let $q_a,p_a$ be mass-weighted coordinates and momenta, and $\mathcal D$ the real symmetric dynamical matrix of the periodic cell. The site energy is $h_a=\tfrac12p_a^2+\tfrac12\sum_b q_a\mathcal D_{ab}q_b$. With $\dot q_a=p_a$ and $\dot p_a=-\sum_b\mathcal D_{ab}q_b$, the kinetic part contributes $-\sum_b\mathcal D_{ab}p_aq_b$ and the potential part $\tfrac12\sum_b\mathcal D_{ab}(p_aq_b+q_ap_b)$, so
\begin{equation}
\dot h_a=\tfrac12\sum_b\mathcal D_{ab}(q_ap_b-p_aq_b).
\end{equation}
The term $b=a$ vanishes after symmetrizing the operators. The volume-integrated current along $x$ is $J=\sum_a x_a\dot h_a$. Exchanging the labels in its second part gives
\begin{equation}
J=\tfrac12\sum_{ab}A_{ab}q_ap_b,\qquad A_{ab}=(x_a-x_b)\mathcal D_{ab},
\end{equation}
with the minimum-image separation in a periodic cell. $A$ is antisymmetric.

For real eigenvectors, $\mathcal D e_i=\omega_i^2e_i$, define $A_{ij}=e_i^{T}Ae_j$; then $A_{ii}=0$. Insert $Q_i=\sqrt{\hbar/2\omega_i}\,(a_i+a_i^\dagger)$ and $P_j=-i\sqrt{\hbar\omega_j/2}\,(a_j-a_j^\dagger)$:
\begin{equation}
J=-\frac{i\hbar}{4}\sum_{ij}A_{ij}\sqrt{\frac{\omega_j}{\omega_i}}
(a_i+a_i^\dagger)(a_j-a_j^\dagger).
\end{equation}
The product $a_i^\dagger a_j$ appears directly with factor $\sqrt{\omega_j/\omega_i}$. It appears again from $-a_ia_j^\dagger$ after exchanging labels; the minus sign is cancelled by $A_{ji}=-A_{ij}$, leaving $\sqrt{\omega_i/\omega_j}$. Adding the two gives the resonant part $J=\sum_{ij}J_{ij}a_i^\dagger a_j$ with
\begin{equation}
J_{ij}=-\frac{i\hbar}{4}A_{ij}\frac{\omega_i+\omega_j}{\sqrt{\omega_i\omega_j}} .
\end{equation}
The terms $aa$ and $a^\dagger a^\dagger$ oscillate at $\omega_i+\omega_j$ and are dropped.

The damped Kubo formula is
\begin{equation}
\kappa(\eta)=\frac1{VT}\int_0^\infty\!dt\,e^{-\eta t}
\int_0^{\beta}\!d\lambda\,\langle J(-i\hbar\lambda)J(t)\rangle ,
\end{equation}
with $\beta=1/k_BT$. Each pair contributes $|J_{ij}|^2n_i(1+n_j)e^{\lambda\hbar(\omega_i-\omega_j)}$, where $n_i$ is the Bose occupation. At the upper limit of the $\lambda$ integral, $n_ie^{\beta\hbar\omega_i}=1+n_i$ and $(1+n_j)e^{-\beta\hbar\omega_j}=n_j$. The integral is therefore
\begin{equation}
\frac{n_j(1+n_i)-n_i(1+n_j)}{\hbar(\omega_i-\omega_j)}
=\frac{n_i-n_j}{\hbar(\omega_j-\omega_i)} .
\end{equation}
Summed over both orders of a pair, the time factor is a cosine, and $\int_0^\infty e^{-\eta t}\cos\Omega t\,dt=\eta/(\Omega^2+\eta^2)=\pi L_\eta(\Omega)$. Hence
\begin{equation}
\kappa(\eta)=\pi\sum_{i\ne j}P_{ij}L_\eta(\omega_i-\omega_j),\quad
P_{ij}=\frac{|J_{ij}|^2}{VT}\,\frac{n_i-n_j}{\hbar(\omega_j-\omega_i)} .
\label{kappa}
\end{equation}
Lorentzian broadening thus means exponential damping of the current correlation.

For nearly equal frequencies, $|J_{ij}|^2\to\hbar^2A_{ij}^2/4$. The mode heat capacity is $C_i=\hbar\omega_i\,\partial n_i/\partial T=-(\hbar\omega_i^2/T)\,\partial n_i/\partial\omega_i$, so the occupation factor tends to $TC_i/(\hbar^2\omega_i^2)$. Taking $N\to\infty$ first and $\eta\to0$ second gives the Allen--Feldman form
\begin{equation}
\kappa=\frac1V\sum_iC_iD_i,\qquad
D_i=\frac{\pi}{4\omega_i^2}\sum_{j\ne i}A_{ij}^2\,\delta(\omega_i-\omega_j).
\end{equation}
The order matters. In a fixed cell without exact degeneracies, Eq.~(\ref{kappa}) becomes $\eta\sum_{i\ne j}P_{ij}/(\omega_i-\omega_j)^2$ as $\eta\to0$, which vanishes.

\section{The loss from discrete levels}

Take first equally spaced levels and equal matrix elements. With $y=\eta/\Delta$, Poisson summation turns the Lorentzian sum into a geometric series:
\begin{equation}
\sum_{j=-\infty}^{\infty}L_y(j)=\sum_{m=-\infty}^{\infty}e^{-2\pi|m|y}
=\coth(\pi y).
\end{equation}
The conductivity sum lacks $j=0$ because $A_{ii}=0$. Removing $L_y(0)=1/(\pi y)$ leaves $\coth(\pi y)-1/(\pi y)$. The hyperbolic function approaches one exponentially fast; the missing self term decays as $\Delta/(\pi\eta)$.

The same leading loss holds for an irregular but rigid spectrum. Let the density of other levels at distance $s\Delta$ from a given level be $[1-Y(s)]/\Delta$. The variance of the number of levels in a window of mean content $M$ is, to leading order, $M[1-\int Y(s)\,ds]$. Rigidity means that this variance grows more slowly than $M$, hence $\int Y\,ds=1$: the correlation hole removes one level. If the hole is narrow compared with $\eta$, and matrix elements are independent of the nearby spacings,
\begin{equation}
\int[1-Y(\Omega/\Delta)]L_\eta(\Omega)\,d\Omega
\simeq1-\Delta L_\eta(0)=1-\frac{\Delta}{\pi\eta}.
\end{equation}
At $\eta=\Delta$ this term alone would be 32\%, so a width just above the spacing is not enough.

Spacing and matrix elements vary across the band. Let $\bar P_i$ be the mean of $P_{ij}$ over neighbouring levels and $\rho_i$ the local level density. Then
\begin{equation}
\kappa_0=\pi\sum_i\bar P_i\rho_i,\qquad S=\sum_i\bar P_i,
\qquad \Delta=\frac{\pi S}{\kappa_0}.
\label{local}
\end{equation}
This $\Delta$ is the mean of $1/\rho_i$ weighted by the contribution to $\kappa_0$. The missing self term is $S/\eta=\kappa_0\Delta/(\pi\eta)$. Neither $\kappa_0$ nor $S$ requires a choice of $\eta$.

\section{The loss from smoothing}

Let $K(\Omega)$ be the smooth part of $\pi\sum_{i\ne j}P_{ij}\,\delta(\Omega-\omega_i+\omega_j)$. It is even, and $K(0)=\kappa_0$. Since $L_\eta$ has unit area,
\begin{equation}
\kappa_0-\int K L_\eta\,d\Omega
=\frac{\eta}{\pi}\int\frac{\kappa_0-K(\Omega)}{\Omega^2+\eta^2}\,d\Omega .
\end{equation}
If $K$ is smooth at zero, the numerator starts as $\Omega^2$, and $\eta^2$ may be dropped from the denominator at leading order. The relative loss is $\eta/W$, where
\begin{equation}
\frac1W=\frac1\pi\int_{-\infty}^{\infty}
\frac{1-K(\Omega)/\kappa_0}{\Omega^2}\,d\Omega .
\label{width}
\end{equation}

For a Lorentzian $K$ of half width $\Gamma$, the damping rates add, and the smoothed value is $\kappa_0\Gamma/(\Gamma+\eta)$. Its expansion gives $W=\Gamma$, in agreement with Eq.~(\ref{width}). If $K$ instead has a sufficiently strong dip at zero, $W$ is negative: smoothing raises the conductivity, and Eq.~(\ref{law}) has no maximum.

\section{Position and length of the plateau}

The derivative of Eq.~(\ref{law}) is $\Delta/(\pi\eta^2)-1/W$. It vanishes at $\eta_*$, where each loss equals $x=\sqrt{\Delta/(\pi W)}$. With $r=\eta/\eta_*$,
\begin{equation}
\frac{\kappa}{\kappa_0}=1-x\left(r+\frac1r\right).
\end{equation}
The curve lies within $\varepsilon\kappa_0$ of its maximum when $r+1/r\le b$, with $b=2+\varepsilon/x$. Solving $r^2-br+1=0$ gives two reciprocal roots, so the plateau spans the ratio
\begin{equation}
\frac{\eta_{\max}}{\eta_{\min}}=
\left(\frac{b+\sqrt{b^2-4}}2\right)^2 .
\label{span}
\end{equation}
At fixed $W$, both $\eta_*$ and $x$ fall as $N^{-1/2}$, so a larger cell lengthens the plateau and raises it relative to $\kappa_0$, but slowly. $W$ itself need not stay fixed. For real diffusive modes of diffusivity $D$, weak-localization theory makes $\Delta/(\pi\eta)$ the $\mathbf q=0$ member of a return sum $(\Delta/\pi)\sum_{\mathbf q}(Dq^2+\eta)^{-1}$ over the wave vectors of the cell. The other members lower $\kappa_0$ and add $-(\Delta/\pi)\sum_{\mathbf q\ne0}(Dq^2)^{-2}$ to $1/W$, a term whose magnitude grows in proportion to the cell length. $W$ must therefore be obtained separately for each cell.

\section{Implementation}

\begin{verbatim}
diagonalize D; remove uniform translations
for each axis: form A e_j and overlaps e_i.(A e_j)
build P_ij, averaged over axes if isotropic
for each level i:
    Pbar_i = mean P_ij over m levels on each side
    rho_i  = 2m / (omega[i+m] - omega[i-m])
kappa0 = pi sum(Pbar rho); S = sum(Pbar)
Delta  = pi S / kappa0
bin P_ij by |omega_i - omega_j|; obtain K and W
if W <= 0: stop, no maximum is predicted
eta* = sqrt(Delta W / pi)
scan kappa(eta) from below Delta to about W
compare its maximum with eta* and 1 - 2x
report kappa(eta*) + S/eta* + kappa0 eta*/W
repeat with another cell size
\end{verbatim}

At the band edges the neighbour window is truncated and its actual number of spacings is used. In a bin of width $b_\Omega$, $K=(\pi/b_\Omega)\sum_{i<j}P_{ij}$. Equation~(\ref{width}) becomes $(2/\pi)$ times the sum of $b_\Omega(1-K/\kappa_0)/\Omega^2$ over positive bins, plus $(2/\pi)/\Omega_{\max}$ for the range where $K=0$. The first bin contains the correlation hole. Since the smooth $K$ is even, its value of $(1-K/\kappa_0)/\Omega^2$ is taken from the second bin. Bins must hold many spacings yet be narrow compared with $W$.

Dense diagonalization and the overlaps cost $O(N^3)$ operations, storage is $O(N^2)$, and each further $\eta$ costs $O(N^2)$. Scanning is cheap beside diagonalization.

Subtracting nearly equal occupations loses digits. With $u_i=\hbar\omega_i/(2k_BT)$ and $n_i=\tfrac12(\coth u_i-1)$, the stable form is
\begin{equation}
n_i-n_j=\frac{\sinh(u_j-u_i)}{2\sinh u_i\sinh u_j}.
\end{equation}
The ratio $\sinh(u_j-u_i)/(\omega_j-\omega_i)$ has the finite limit $\hbar/(2k_BT)$ at degeneracy.

\section{Worked example}

The model is a cubic lattice of blocks with spacing $a$. Each block carries eight scalar coordinates of mass $M$ and a restoring spring $6k$. Coupling matrices between neighbouring blocks have independent Gaussian entries of rms $0.283k$; those within a block are symmetrized, with the same off-diagonal rms. There are no acoustic modes, and since the couplings average to zero there is no underlying crystal band along which waves could propagate. The model therefore represents diffusive transport and is not a complete glass.

Frequencies are in units of $\omega_0=\sqrt{k/M}$, and $k_BT=\hbar\omega_0$. The parameters $k=0.05$ hartree/bohr$^2$, $M=50000$ electron masses and $a=10$ bohr give $\omega_0=10^{-3}$ atomic units, $T=316$ K and a conductivity unit $K_0=k_B\omega_0/a=1.079$ W/(m\,K). Neighbour averages use $m=10$.

Two samples of $6^3$ blocks, with 1728 modes each, give $\Delta=0.001094$ and $W=1.161$. Therefore
\begin{align}
\eta_*&=\sqrt{0.001094\times1.161/\pi}=0.0201,\\
x&=\sqrt{0.001094/(1.161\pi)}=0.0173,\\
1-2x&=0.965 .
\end{align}
The scan peaks at the grid point $0.0200$, with height $0.963\kappa_0$. Its values show both losses:
\begin{center}
\begin{tabular}{rrr}
$\eta/\omega_0$ & $\eta/\Delta$ & $\kappa/\kappa_0$\\
0.0001 & 0.09 & 0.263\\
0.0016 & 1.45 & 0.820\\
0.0040 & 3.64 & 0.914\\
0.0251 & 23.0 & 0.962\\
0.1585 & 145 & 0.862\\
1.0000 & 914 & 0.457
\end{tabular}
\end{center}
At the grid point $\eta=0.00398$, listed as 0.0040, the law predicts $1-0.0875-0.0034=0.909$, against 0.914. Between $3\Delta$ and $W/8$ the largest discrepancy in these samples is $0.005\kappa_0$, and $0.008\kappa_0$ in the $4^3$ cell. The omitted terms of order $(\Delta/\pi\eta)^2$ and $(\eta/W)^2$ reach 0.01 to 0.02 at the ends of this range, which is the accuracy to expect in general.

The width $W$ is the least certain input. Equation~(\ref{width}) divides by $\Omega^2$, so at this bin width a 1\% change of $\kappa_0$ changes $1/W$ by about a quarter. The $4^3$ cell gives $W=0.977$; this difference need not be noise, since a rough estimate of the return sum lowers $1/W$ by about 0.15 between $4^3$ and $6^3$, close to the observed 0.16. The square roots reduce the effect to about 12\% in $\eta_*$ and $x$, which moves the predicted peak height by only about $0.004\kappa_0$.

For $\varepsilon=0.03$, $b=2+0.03/0.0173=3.73$, and Eq.~(\ref{span}) predicts a ratio of 11.8. The range above 97\% of the computed maximum has ratio 11.9. That criterion is slightly stricter, because 3\% of the maximum is only $0.029\kappa_0$; with $\varepsilon=0.029$ the prediction is 11.4. In the $4^3$ cell, where 3\% of the maximum is $0.028\kappa_0$, the prediction is 5.7 and the computed ratio 6.6.

At $\eta_*$ the uncorrected conductivity is $0.5118K_0$. Each correction is $x\kappa_0=0.0173\times0.5313K_0=0.0092K_0$. Adding both gives $0.530K_0$, or 0.572 W/(m\,K), compared with $\kappa_0=0.531K_0$. This agreement checks the broadening law only in part, because $W$ is built from $\kappa_0$: a 1\% error in $\kappa_0$ shifts $1/W$ by about 0.21 and the corrected value by about $0.21\eta_*\approx0.4\%$ in the same direction. Nor does it make $\kappa_0$ an infinite-cell value.

The two cell sizes show why that distinction matters. The peak rises from $0.505K_0$ to $0.512K_0$ between $4^3$ and $6^3$, while $\kappa_0$ falls from $0.542K_0$ to $0.531K_0$. In these samples the shrinking broadening loss hides an opposite change of about 2\%. Sample spreads suggest a combined standard error near 0.7\%, but two large samples determine that error poorly. The neighbour window matters too: $m=3$ raises $\kappa_0$ by about 2\% in the small cell and 1\% in the large one. A narrow window is biased upward, because the mean reciprocal of a fluctuating level distance exceeds the reciprocal of its mean. With so few large samples the magnitude of the size effect is not established, but a fall of $\kappa_0$ with cell size is expected: a rough estimate of the return terms with $\mathbf q\ne0$ gives about 1.4\% between $4^3$ and $6^3$.

The mode sum was also tested against damped phase-space dynamics with the complete current, in the classical limit. For a small block cell at $\eta=0.5\omega_0$, the dynamics gives $0.1885K_0$ and the mode sum $0.1884K_0$.

\section{Failure modes}

\paragraph{Propagating modes.} In a perfect crystal with one scalar coordinate per cell, $A$ and $\mathcal D$ are both translation invariant and commute. $A$ then connects degenerate modes alone. On a plane wave its eigenvalue has magnitude $|\partial\omega^2/\partial q_x|=2\omega|v_x|$, while $L_\eta(0)=1/(\pi\eta)$. Thus $D=v_x^2/\eta$ and
\begin{equation}
\kappa(\eta)=\frac1{V\eta}\sum_{\mathbf q}C_{\mathbf q}v_{x,\mathbf q}^2 .
\end{equation}
There is no plateau: the computed value falls from $3.935K_0$ to $0.3935K_0$ when $\eta$ rises from $0.01\omega_0$ to $0.1\omega_0$. Acoustic modes that cross the cell before scattering need a separate treatment.

\paragraph{Weak disorder.} A scalar $8^3$ lattice with unit springs $k$ and on-site springs uniform between 0 and $4k$ violates Eq.~(\ref{law}) by up to $0.117\kappa_0$ in the same relative test range. Changing $m$ from 10 to 3 raises $\kappa_0$ by 15\%, of which 13 percentage points come from the outer fifth of the levels. This is consistent with narrow groups of propagating modes at the band edges, though it does not prove that cause. Strong window dependence is a reason to distrust $\kappa_0$, $\Delta$ and the corrections.

\paragraph{Very large cells.} The derivation treats the cell as one connected spectrum on the time scale $1/\eta$. This requires $\eta_*$ to lie below the diffusion rate across the cell, $D(2\pi/L)^2$, where $L$ is the cell length and $D$ the mean diffusivity. Here the two are 0.020 and 0.116 in the $6^3$ cell. At fixed $D$ and $W$, the rate falls as $N^{-2/3}$, faster than $\eta_*$, so the condition eventually fails. The law can fail earlier, because the size-dependent part of $1/W$ grows with $L$; a rough estimate for this model drives $1/W$ to zero near $L=18a$, where the rate is still several times the fixed-$W$ value of $\eta_*$. The formula should not be used there to extrapolate to infinite size.

\paragraph{A misleading flat region.} A small slope in $\eta$ can come from two losses that add while their slopes cancel, and it says nothing about changes of $\kappa_0$ with cell size. Agreement of corrected values across sizes is a separate requirement. The numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
Units: w0=sqrt(k/M), K0=kB*w0/a
k=0.05 Eh/bohr^2, M=50000 me, a=10.0 bohr
w0=1.0000e-03 a.u., T=315.8 K, K0=1.0786 W/(m K)
blocks: 8 coordinates, restoring 6.0 k, coupling rms 0.2828 k
scalar 4^3, eta=0.5 w0: time 0.124408, modes 0.124402 K0
blocks 3^3 x 3, eta=0.5 w0: time 0.188523, modes 0.188410 K0
crystal 6^3: eta=0.01 w0 3.9348, eta=0.10 w0 0.3935 K0
--- weak scalar disorder 0 to 4.0 k, 8^3 ---
largest law error=0.1172
kappa0 change, window 10 to 3 levels, relative:
outer fifth 0.1276, inner levels 0.0239
--- blocks 4^3, samples 12 ---
weighted spacing=0.003722 w0
W=0.9765, spectrum half width=0.94 w0
D=0.1076 a^2 w0, cell rate=0.2656 w0
kappa0=0.54243 K0 = 0.5851 W/(m K)
relative sample spread of kappa0=0.0185
window change: outer fifth 0.0018, inner 0.0194
eta: predicted 0.03401, grid top 0.03162 w0
top=0.50465 K0 = 0.5443 W/(m K)
top/kappa0=0.9303, law 0.9303
3% plateau: 0.01288 to 0.08521 w0
plateau ratio=6.61, law 6.02
at predicted eta: raw 0.50452 K0
self term added 0.52342, both 0.54231 K0
largest law error=0.0082
--- blocks 6^3, samples 2 ---
weighted spacing=0.001094 w0
W=1.1610, spectrum half width=0.98 w0
D=0.1054 a^2 w0, cell rate=0.1156 w0
kappa0=0.53133 K0 = 0.5731 W/(m K)
relative sample spread of kappa0=0.0065
window change: outer fifth 0.0006, inner 0.0077
eta: predicted 0.02011, grid top 0.01995 w0
top=0.51176 K0 = 0.5520 W/(m K)
top/kappa0=0.9632, law 0.9654
3% plateau: 0.00569 to 0.06769 w0
plateau ratio=11.90, law 11.84
at predicted eta: raw 0.51175 K0
self term added 0.52095, both 0.53016 K0
largest law error=0.0047
blocks 6^3: eta/w0, eta/spacing, kappa/K0, kappa/kappa0
0.00010 0.091 0.13995 0.2634
0.00025 0.230 0.24151 0.4545
0.00063 0.576 0.35024 0.6592
0.00158 1.448 0.43575 0.8201
0.00398 3.637 0.48550 0.9138
0.01000 9.137 0.50733 0.9548
0.02512 22.951 0.51137 0.9625
0.06310 57.649 0.49853 0.9383
0.15849 144.808 0.45801 0.8620
0.39811 363.742 0.37250 0.7011
1.00000 913.678 0.24257 0.4565
\end{verbatim}
